# Why forward minus reflected power is not plasma power: test program

```python
"""
Result under test: forward minus reflected power at the input of a matching
network is the power entering the network. The plasma receives only the share
R_p / (R_p + R_s), whether or not the network is tuned.
  R_p, X_p : series resistance and capacitive reactance of the discharge (ohm)
  R_s      : series loss resistance of the matching network (ohm)
  Z0       : real reference impedance of the generator and coupler (ohm)
Network: shunt capacitor at the input, then coil and series capacitor.
The tests integrate the circuit equations in time, without phasors, and
compare averaged instantaneous powers with the phasor formulas.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import epsilon_0, elementary_charge, atomic_mass, pi

Z0 = 50.0
FREQ = 27.12e6
OMEGA = 2 * pi * FREQ
R_P, X_P, R_S = 2.0, 20.0, 0.5
COIL = 0.5e-6
P_AVAIL = 300.0
C_P = 1 / (OMEGA * X_P)
Z_P = R_P - 1j * X_P


def tune(z_load, r_loss=R_S, coil=COIL):
    """Shunt and series capacitances that match the load to Z0."""
    r_total = r_loss + z_load.real
    x_net = np.sqrt(r_total * (Z0 - r_total))
    x_series = OMEGA * coil + z_load.imag - x_net
    assert x_series > 0
    return x_net / (r_total * Z0 * OMEGA), 1 / (OMEGA * x_series)


def simulate(c_shunt, c_series, r_plasma=R_P, c_load=C_P, r_loss=R_S,
             coil=COIL, stray=0.0, p_avail=P_AVAIL, steps=400):
    """Periodic solution of the circuit equations; returns mean powers.
    States: shunt voltage, coil current, series-capacitor voltage,
    sheath-capacitor voltage, and (with stray) load voltage.
    Two further states generate the cosine source."""
    n = 5 if stray else 4
    v_source = np.sqrt(8 * Z0 * p_avail)
    a = np.zeros((n + 2, n + 2))
    a[0, 0] = -1 / (Z0 * c_shunt)
    a[0, 1] = -1 / c_shunt
    a[0, n] = v_source / (Z0 * c_shunt)
    a[1, 0], a[1, 1], a[1, 2] = 1 / coil, -r_loss / coil, -1 / coil
    a[2, 1] = 1 / c_series
    if stray:
        a[1, 4] = -1 / coil
        a[4, 1] = 1 / stray
        a[4, 4], a[4, 3] = -1 / (r_plasma * stray), 1 / (r_plasma * stray)
        a[3, 4], a[3, 3] = 1 / (r_plasma * c_load), -1 / (r_plasma * c_load)
    else:
        a[1, 3] = -1 / coil
        a[1, 1] -= r_plasma / coil
        a[3, 1] = 1 / c_load
    a[n, n + 1], a[n + 1, n] = -OMEGA, OMEGA
    step = expm(a / (FREQ * steps))
    period = np.linalg.matrix_power(step, steps)
    # least squares: a constant charge trapped between capacitors is free
    start = np.linalg.lstsq(np.eye(n) - period[:n, :n], period[:n, n],
                            rcond=1e-9)[0]
    x = np.concatenate([start, [1.0, 0.0]])
    first = x.copy()
    path = np.empty((steps, n + 2))
    for k in range(steps):
        path[k] = x
        x = step @ x
    assert np.allclose(x, first, rtol=1e-6, atol=1e-5)
    v_in, i_coil = path[:, 0], path[:, 1]
    i_in = (v_source * path[:, n] - v_in) / Z0
    if stray:
        v_load = path[:, 4]
        i_plasma = (v_load - path[:, 3]) / r_plasma
    else:
        i_plasma = i_coil
        v_load = path[:, 3] + r_plasma * i_coil
    return dict(
        fwd=np.mean(((v_in + Z0 * i_in) / 2) ** 2) / Z0,
        ref=np.mean(((v_in - Z0 * i_in) / 2) ** 2) / Z0,
        loss=r_loss * np.mean(i_coil ** 2),
        plasma=r_plasma * np.mean(i_plasma ** 2),
        i_peak=np.sqrt(2 * np.mean(i_coil ** 2)),
        v_peak=np.sqrt(2) * np.std(v_load))


def close(x, y, tol=1e-5):
    return abs(x - y) <= tol * max(abs(x), abs(y))


def net(run):
    return run["fwd"] - run["ref"]


# Tuned network
c_shunt, c_series = tune(Z_P)
tuned = simulate(c_shunt, c_series)
loss_fraction = R_S / (R_S + R_P)
current = np.sqrt(2 * P_AVAIL / (R_S + R_P))
voltage = current * abs(Z_P)
assert tuned["ref"] < 1e-5 * P_AVAIL
assert close(net(tuned), tuned["loss"] + tuned["plasma"])
assert close(tuned["loss"] / net(tuned), loss_fraction)
assert close(tuned["i_peak"], current) and close(tuned["v_peak"], voltage)

# Mistuned network: power is reflected, the lost share stays the same
mistuned = simulate(c_shunt, 1.05 * c_series)
assert mistuned["ref"] > 10
assert close(net(mistuned), mistuned["loss"] + mistuned["plasma"])
assert close(mistuned["loss"] / net(mistuned), loss_fraction)

# Other plasma resistances
other_loads = []
for r in (1.0, 5.0, 10.0):
    run = simulate(*tune(r - 1j * X_P), r_plasma=r)
    assert close(run["loss"] / net(run), R_S / (R_S + r))
    other_loads.append((r, 100 * run["loss"] / net(run)))

# Shorted output, retuned, driven with the predicted loss power
short_power = P_AVAIL * loss_fraction
short_caps = tune(0j)
shorted = simulate(*short_caps, r_plasma=0.0, c_load=1e-3,
                   p_avail=short_power)
# the finite capacitor standing for the short adds about 6e-6 ohm
assert close(shorted["i_peak"], tuned["i_peak"], 1e-4)
corrected = net(tuned) - net(shorted)
assert close(corrected, tuned["plasma"], 1e-4)

# Smaller coil with the series capacitor removed, same quality factor
quality = OMEGA * COIL / R_S
r_small = R_S
for _ in range(200):
    r_total = R_P + r_small
    x_coil = X_P + np.sqrt(r_total * (Z0 - r_total))
    r_small = x_coil / quality
small_coil = x_coil / OMEGA
c_small = np.sqrt((Z0 - r_total) / r_total) / (Z0 * OMEGA)
small = simulate(c_small, 1e-3, r_loss=r_small, coil=small_coil)
assert small["ref"] < 1e-4 * P_AVAIL
assert close(small["loss"] / net(small), r_small / (r_small + R_P))
assert small["loss"] < tuned["loss"]

# Stray capacitance across the discharge
stray_rows = []
for stray in (50e-12, 200e-12):
    ratio = 1 + 1j * OMEGA * stray * Z_P
    seen = Z_P / ratio
    run = simulate(*tune(seen), stray=stray)
    factor = abs(ratio) ** 2
    assert run["ref"] < 1e-5 * P_AVAIL
    assert close(run["loss"] / net(run), R_S * factor / (R_S * factor + R_P))
    stray_rows.append((stray, factor, seen.real, run))

# Rough regime check: Child-law ion power for one dominant argon sheath
area = pi * 0.15 ** 2
sheath = epsilon_0 * area / C_P
argon = 39.948 * atomic_mass
ion_j = (4 / 9) * epsilon_0 * np.sqrt(2 * elementary_charge / argon) \
    * voltage ** 1.5 / sheath ** 2
ion_power = ion_j * area * voltage
assert 0.5 < ion_power / tuned["plasma"] < 2

# Voltage inferred when all net power is credited to the plasma
believed_voltage = np.sqrt(2 * P_AVAIL / R_P) * abs(Z_P)

# Sizes of other neglected effects, from rough assumed inputs
heating, copper_coeff = 60.0, 0.0039
r_hot = R_S * np.sqrt(1 + copper_coeff * heating)
hot_fraction = r_hot / (r_hot + R_P)
esr_shunt = 0.02
i_shunt = OMEGA * c_shunt * np.sqrt(2 * Z0 * P_AVAIL)
shunt_loss = esr_shunt * i_shunt ** 2 / 2
cable_db = 0.1
cable_loss = P_AVAIL * (1 - 10 ** (-cable_db / 10))
harmonic = 0.10
harmonic_loss = harmonic ** 2 * np.sqrt(2) * tuned["loss"]

print(f"Frequency: {FREQ/1e6:.2f} MHz; reference impedance: {Z0:.0f} ohm")
print(f"Plasma R_p: {R_P:.1f} ohm; capacitive reactance X_p: {X_P:.1f} ohm")
print(f"Network loss resistance R_s: {R_S:.2f} ohm")
print(f"Coil: {COIL*1e6:.2f} uH, reactance {OMEGA*COIL:.1f} ohm")
print(f"Coil quality factor implied: {quality:.0f}")
print(f"Net series reactance at match: "
      f"{np.sqrt((R_S+R_P)*(Z0-R_S-R_P)):.2f} ohm")
print(f"Shunt capacitor: {c_shunt*1e12:.0f} pF")
print(f"Series capacitor: {c_series*1e12:.1f} pF")
print(f"Tuned, forward power: {tuned['fwd']:.1f} W")
print(f"Tuned, reflected power: {abs(tuned['ref']):.1f} W")
print(f"Tuned, network loss: {tuned['loss']:.1f} W")
print(f"Tuned, plasma power: {tuned['plasma']:.1f} W")
print(f"Loss / net power: {100*tuned['loss']/net(tuned):.1f} %")
print(f"Loss / plasma power: {100*tuned['loss']/tuned['plasma']:.1f} %")
print(f"Peak discharge current: {tuned['i_peak']:.2f} A")
print(f"Peak load voltage: {tuned['v_peak']:.0f} V")
print(f"Peak voltage if all net power were in plasma: "
      f"{believed_voltage:.0f} V")
print(f"Voltage overestimate: {believed_voltage-voltage:.0f} V, "
      f"{100*(believed_voltage/voltage-1):.1f} %")
print("Mistuned: series capacitor raised by 5 %")
print(f"Mistuned, reflected power: {mistuned['ref']:.1f} W")
print(f"Mistuned, net power: {net(mistuned):.1f} W")
print(f"Mistuned, network loss: {mistuned['loss']:.1f} W")
print(f"Mistuned, plasma power: {mistuned['plasma']:.1f} W")
print(f"Mistuned, loss / net: {100*mistuned['loss']/net(mistuned):.1f} %")
for r, percent in other_loads:
    print(f"Loss / net for R_p = {r:.0f} ohm: {percent:.1f} %")
print(f"Shorted output, capacitors shunt/series: "
      f"{short_caps[0]*1e12:.0f} / {short_caps[1]*1e12:.1f} pF")
print(f"Shorted output, net power: {net(shorted):.1f} W")
print(f"Shorted output, peak current: {shorted['i_peak']:.2f} A")
print(f"Plasma power by subtraction: {corrected:.1f} W")
print(f"Smaller coil: {small_coil*1e6:.3f} uH, R_s {r_small:.3f} ohm")
print(f"Smaller coil, shunt capacitor: {c_small*1e12:.0f} pF")
print(f"Smaller coil, loss / net: {100*small['loss']/net(small):.1f} %")
for stray, factor, r_seen, run in stray_rows:
    print(f"Stray {stray*1e12:.0f} pF: current factor F {factor:.2f}, "
          f"R seen {r_seen:.2f} ohm")
    print(f"Stray {stray*1e12:.0f} pF: loss / net "
          f"{100*run['loss']/net(run):.1f} %, plasma {run['plasma']:.0f} W")
print(f"Electrode diameter: 300 mm; sheath width: {sheath*1e3:.2f} mm")
print(f"Rough Child-law ion current density: {ion_j/10:.2f} mA/cm2")
print(f"Rough Child-law ion power: {ion_power:.0f} W")
print(f"Coil {heating:.0f} K hotter: R_s {r_hot:.3f} ohm, "
      f"loss / net {100*hot_fraction:.1f} %")
print(f"Shunt capacitor with {esr_shunt:.2f} ohm: {shunt_loss:.1f} W lost")
print(f"Cable with {cable_db:.1f} dB: {cable_loss:.1f} W lost of 300 W")
print(f"Second harmonic at {100*harmonic:.0f} % current: "
      f"{harmonic_loss:.2f} W in network")
print("OK")
```

Output:

```
Frequency: 27.12 MHz; reference impedance: 50 ohm
Plasma R_p: 2.0 ohm; capacitive reactance X_p: 20.0 ohm
Network loss resistance R_s: 0.50 ohm
Coil: 0.50 uH, reactance 85.2 ohm
Coil quality factor implied: 170
Net series reactance at match: 10.90 ohm
Shunt capacitor: 512 pF
Series capacitor: 108.1 pF
Tuned, forward power: 300.0 W
Tuned, reflected power: 0.0 W
Tuned, network loss: 60.0 W
Tuned, plasma power: 240.0 W
Loss / net power: 20.0 %
Loss / plasma power: 25.0 %
Peak discharge current: 15.49 A
Peak load voltage: 311 V
Peak voltage if all net power were in plasma: 348 V
Voltage overestimate: 37 V, 11.8 %
Mistuned: series capacitor raised by 5 %
Mistuned, reflected power: 63.3 W
Mistuned, net power: 236.7 W
Mistuned, network loss: 47.3 W
Mistuned, plasma power: 189.4 W
Mistuned, loss / net: 20.0 %
Loss / net for R_p = 1 ohm: 33.3 %
Loss / net for R_p = 5 ohm: 9.1 %
Loss / net for R_p = 10 ohm: 4.8 %
Shorted output, capacitors shunt/series: 1168 / 73.2 pF
Shorted output, net power: 60.0 W
Shorted output, peak current: 15.49 A
Plasma power by subtraction: 240.0 W
Smaller coil: 0.177 uH, R_s 0.177 ohm
Smaller coil, shunt capacitor: 550 pF
Smaller coil, loss / net: 8.1 %
Stray 50 pF: current factor F 1.37, R seen 1.46 ohm
Stray 50 pF: loss / net 25.5 %, plasma 223 W
Stray 200 pF: current factor F 2.83, R seen 0.71 ohm
Stray 200 pF: loss / net 41.5 %, plasma 176 W
Electrode diameter: 300 mm; sheath width: 2.13 mm
Rough Child-law ion current density: 1.04 mA/cm2
Rough Child-law ion power: 230 W
Coil 60 K hotter: R_s 0.555 ohm, loss / net 21.7 %
Shunt capacitor with 0.02 ohm: 2.3 W lost
Cable with 0.1 dB: 6.8 W lost of 300 W
Second harmonic at 10 % current: 0.85 W in network
OK
```
